Path-Length Skewness for Equal-Mass Ions with m=1/2 Nuclear Scattering

**The situation**

An ion of energy E slows down in an infinite, random medium of number density N. Its atoms are initially at rest and have the ion's own mass. Energy is lost in elastic binary collisions alone, with the power-law cross-section for m = 1/2,

dσ = C E^(−1/2) T^(−3/2) dT,  0 < T < E.

Here T is the energy given to the struck atom. The upper limit is E because equal masses allow complete energy transfer in a head-on collision. The path length R is measured along the track until the ion is at rest; it is not the depth. Averages over many ions of the same initial energy are written

M_n(E) = <Rⁿ>,  M_0 = 1.

**Part (a). Derive an equation linking M_n to M_(n−1), and show that the moments are finite.**

*Model answer.* Set t = T/E, so that T = Et and dT = E dt. The collision rate per unit length becomes

N dσ = NC E^(−1/2) (Et)^(−3/2) E dt = (NC/E) t^(−3/2) dt.

The integral of this rate diverges at small t. We therefore first admit only collisions with t > t₀, which makes the rate finite at any E > 0, and let t₀ → 0 at the end.

Consider a first stretch of track δR, and let R′ be the path that remains after it. Then R = δR + R′, and to first order in δR

Rⁿ = R′ⁿ + n δR R′ⁿ⁻¹.

During the stretch the ion either has no collision and keeps the energy E, or has one and continues with E − T. The probability of two or more collisions vanishes faster than δR, so they do not contribute at this order. Averaging gives

M_n(E) = [1 − N δR ∫dσ] M_n(E) + N δR ∫dσ M_n(E−T) + n δR M_(n−1)(E).

Cancel M_n(E) on both sides, divide by δR and collect terms:

n M_(n−1)(E) = N ∫dσ [M_n(E) − M_n(E−T)].  (1)

This presumes finite moments. To prove that they are finite, count the collisions that remove more than half of the current energy E′. Their rate is

(NC/E′) ∫_(1/2)^1 t^(−3/2) dt = 2(√2−1) NC/E′ ≈ 0.828 NC/E′.

While E′ ≤ E, this is at least 0.828 NC/E. The length needed to bring the energy below E/2 is therefore bounded by an exponentially distributed length of mean ℓ = E/(0.828 NC). The next halving is bounded in the same way with mean ℓ/2, the one after with ℓ/4, and so on. With X_k denoting exponential variables of unit mean, R is bounded by the sum of ℓX_k/2ᵏ over k = 0, 1, 2, … Since <X_kⁿ> = n!, the triangle inequality for n-th moments gives

<Rⁿ>^(1/n) ≤ ℓ (n!)^(1/n) (1 + 1/2 + 1/4 + …) = 2ℓ (n!)^(1/n).

Every moment is thus finite, and the bound does not depend on t₀ as long as t₀ < 1/2.

**Part (b). Find the energy dependence of M_n, and reduce equation (1) to a recursion between pure numbers.**

*Model answer.* Measure energies in units of the initial energy E and lengths in units of E/(NC). The collision rate then contains no parameter of the ion or the medium, so the reduced path x = NCR/E has the same distribution at every initial energy. Hence

M_n(E) = A_n [E/(NC)]ⁿ,  A_n = <xⁿ>,  A_0 = 1.

Insert this into equation (1), using E − T = E(1−t):

n A_(n−1) [E/(NC)]ⁿ⁻¹ = (NC/E) A_n [E/(NC)]ⁿ ∫₀¹ t^(−3/2) [1 − (1−t)ⁿ] dt.

The powers of E/(NC) agree on the two sides and cancel, leaving

A_n = n A_(n−1)/Φ(n),

Φ(q) = ∫₀¹ t^(−3/2) [1 − (1−t)^q] dt.

The limit t₀ → 0 has now been taken. It is harmless because the bracket tends to qt at small t, so the integrand behaves as q t^(−1/2), which is integrable. Soft collisions are infinitely numerous, but together they remove a finite amount of energy per unit length.

**Part (c). Calculate the first three moments, and from them the variance and skewness of the path length. What does the sign mean?**

*Model answer.* Expand the bracket for each n and integrate term by term:

Φ(1) = ∫₀¹ t^(−1/2) dt = 2,

Φ(2) = ∫₀¹ [2t^(−1/2) − t^(1/2)] dt = 4 − 2/3 = 10/3,

Φ(3) = ∫₀¹ [3t^(−1/2) − 3t^(1/2) + t^(3/2)] dt = 6 − 2 + 2/5 = 22/5.

The recursion then gives

A₁ = 1/2,

A₂ = 2(1/2)/(10/3) = 3/10,

A₃ = 3(3/10)/(22/5) = 9/44.

The reduced variance is

v = A₂ − A₁² = 3/10 − 1/4 = 1/20.

For the third central moment, expand the cube:

<(x−A₁)³> = A₃ − 3A₁A₂ + 3A₁³ − A₁³ = A₃ − 3A₁A₂ + 2A₁³

= 9/44 − 9/20 + 1/4 = (45 − 99 + 55)/220 = 1/220.

The skewness is this moment divided by v^(3/2):

skewness = (1/220)/(1/20)^(3/2) = 20√20/220 = 40√5/220 = 2√5/11 ≈ 0.407.

The length unit E/(NC) enters cubed in both numerator and denominator and cancels. Within this model the skewness is thus independent of E, N and C.

The positive sign means that, once cubed, deviations above the mean outweigh those below it. The sign could not be read off from the collisions beforehand: a hard collision shortens a track, while a lack of hard collisions lengthens it, and the calculation decides the balance. The relative standard deviation is √(1/20)/(1/2) = 0.447, so the distribution is broad. Zero path lies only 1/0.447 ≈ 2.2 standard deviations below the mean, and a symmetric Gaussian with this mean and width would give some weight to negative paths.

A direct simulation of 200000 ions does not use equation (1). It sampled each collision with t > 0.004 and treated softer losses as continuous. It gave a mean of 0.5002 ± 0.0005, a variance of 0.0499 ± 0.0001 and a skewness of 0.405 ± 0.005, where the uncertainties are statistical standard errors. All three agree with the derived values.

**Part (d). At lower energies m = 1/3 is a better exponent. How does the skewness change?**

*Model answer.* For general m, with equal masses, dσ = C E^(−m) T^(−1−m) dT. The same substitution gives

N dσ = NC E^(−2m) t^(−1−m) dt.

The natural length is now E^(2m)/(NC), so M_n = A_n [E^(2m)/(NC)]ⁿ. After a collision, M_n is multiplied by (1−t)^(2mn), and the recursion becomes

A_n = n A_(n−1)/Φ_m(2mn),

Φ_m(q) = ∫₀¹ t^(−1−m) [1 − (1−t)^q] dt.

Integrate by parts, with −t^(−m)/m as the integral of t^(−1−m). The boundary term is −1/m at t = 1. At t = 0 it vanishes, because the bracket is proportional to t and m < 1. Therefore

Φ_m(q) = −1/m + (q/m) ∫₀¹ t^(−m) (1−t)^(q−1) dt = −1/m + (q/m) B(1−m, q),

where B is the beta function. For m = 1/3 the arguments are q = 2/3, 4/3 and 2, so

A₁ = 1/Φ_m(2/3),

A₂ = 2A₁/Φ_m(4/3),

A₃ = 3A₂/Φ_m(2).

Using these values in the skewness formula of part (c) gives 0.559. The skewness remains positive but is larger. The value found in part (c) therefore belongs to m = 1/2 and is not common to all power laws.

**Part (e). Find the ratio of mean depth to mean path for m = 1/2.**

*Model answer.* Depth means the final displacement along the initial direction. Let **p**₀ and **p**₁ be the ion's momenta before and after a collision, and **p**₂ that of the struck atom. Momentum conservation gives **p**₀ = **p**₁ + **p**₂. For equal masses, energy conservation gives p₀² = p₁² + p₂². Squaring the first relation and comparing it with the second shows that **p**₁·**p**₂ = 0. Hence **p**₀·**p**₁ = p₁², and the deflection angle φ obeys

cos φ = p₁/p₀ = √(1−t).

Let Z(E) be the mean depth. After a collision the mean remaining displacement points along the new direction. Its component along the old direction is Z(E−T) cos φ, and the sideways components average to zero over the azimuth. The argument of part (a) gives

1 = N ∫dσ [Z(E) − cos φ Z(E−T)].

By scaling, Z = B₁E/(NC), with B₁ a pure number. The second term carries a factor (1−t)^(1/2) from the angle and (1−t) from the energy, so

1 = B₁ ∫₀¹ t^(−3/2) [1 − (1−t)^(3/2)] dt = B₁ Φ(3/2).

Integration by parts gives

Φ(3/2) = −2 + 3 ∫₀¹ t^(−1/2) (1−t)^(1/2) dt.

With t = sin²θ, the last integral is ∫₀^(π/2) 2cos²θ dθ = π/2. Thus Φ(3/2) = 3π/2 − 2 = 2.712, and

Z/M₁ = (1/2.712)/(1/2) = 0.737.

On average the depth is about three quarters of the path. This ratio concerns means alone: the skewness of the path is not the skewness of the depth profile, which also contains the fluctuations of direction.

**Part (f). Evaluate the results for 10 keV silicon ions in amorphous silicon.**

*Model answer.* Take N = 50 nm⁻³, a rough value for silicon, and Z_a = 14 for the atomic number. Write κ = e²/(4πε₀) = 1.440 eV nm. The Thomas-Fermi screening length, with a₀ the Bohr radius, is

a = 0.8853 a₀/(√2 Z_a^(1/3)) = 0.01374 nm.

The corresponding reduced energy is

ε = E a/(2Z_a²κ) = 10000 × 0.01374/(2 × 196 × 1.440) ≈ 0.24.

In the screened-scattering description, dσ = πa² f(y) dy/y² with y = ε√t. The m = 1/2 law sets f equal to a fitted constant, λ = 0.327. Since dy = ε dt/(2√t) and y² = ε²t,

dσ = [πa²λ/(2ε)] t^(−3/2) dt.

Comparison with (C/E) t^(−3/2) dt gives

C = πa²λE/(2ε) = πλaZ_a²κ = 3.985 eV nm².

Thus NC = 199.3 eV/nm and E/(NC) = 50.19 nm. The results are

mean path = 50.19/2 = 25.1 nm,

standard deviation = 50.19/√20 = 11.2 nm,

third central moment = 50.19³/220 ≈ 575 nm³,

mean depth = 50.19/2.712 = 18.5 nm.

The skewness is 575/11.22³ ≈ 0.407, as before. The nuclear stopping power is N∫T dσ = NC E^(−1/2) ∫₀ᴱ T^(−1/2) dT = 2NC = 398.5 eV/nm, independent of energy. Dividing 10000 eV by it also gives 25.1 nm. The agreement follows from M₁ being linear in E: a loss T then shortens the mean remaining path by T/(2NC), whether it is large or small.

**Part (g). How far can these numbers be trusted for a real implant?**

*Model answer.* Two omissions can be sized by solving extended moment equations for the same ion, energy and density.

The first is electronic stopping. If S_e is the electronic energy loss per unit length, an ion without a collision leaves the first stretch with energy E − S_e δR. Equation (1) then gains a term:

n M_(n−1) = N ∫dσ [M_n(E) − M_n(E−T)] + S_e dM_n/dE.

In reduced units the Lindhard-Scharff form is kε^(1/2). For equal atoms of mass number M,

k = 0.0793 × 2^(3/4) Z_a^(2/3)/√M = 0.146,

using M = 28.09. At 10 keV this is 22% of the m = 1/2 nuclear stopping.

The second is the power law itself. It can be replaced by the fitted Thomas-Fermi function

f(y) = 1.309 y^(1/3) [1 + (2 × 1.309 y^(4/3))^(2/3)]^(−3/2).

Its initial nuclear stopping is 1.26 times that of the power law. The solutions are:

- m = 1/2 with electronic stopping: mean 21.7 nm, standard deviation 8.7 nm, skewness 0.16.
- Thomas-Fermi, nuclear only: mean 23.0 nm, standard deviation 10.1 nm, skewness 0.49.
- Thomas-Fermi with electronic stopping: mean 20.5 nm, standard deviation 8.3 nm, skewness 0.30.

For this ion the two corrections move the skewness in opposite directions. With this Thomas-Fermi function, they together lower it by about 26% relative to the pure m = 1/2 value, and the mean path by about 18%. The skewness is thus more sensitive than the mean in this model, and 0.41 should not be used as a forecast for this implant. The change in the mean path depends on the scattering function chosen: the universal (ZBL) potential, commonly used for silicon, stops slow ions less strongly and gives longer paths, so the mean need not fall below the m = 1/2 value. The last case is itself a model with fitted scattering and approximate electronic stopping, not a measurement.

The setting resembles silicon self-implantation, which is used to amorphize a wafer before doping, and 10 keV is a plausible energy for a shallow layer. Real wafers most clearly break the assumption of a random medium. In crystalline silicon some ions are channelled between rows or planes of atoms and travel farther; the present equations cannot size that effect. A real surface also lets some ions escape, whereas the infinite medium keeps them all. The end of the track adds little to the mean path in the models used here. Take 15 eV as a rough cutoff for the collision picture. The constant stopping power of part (f) would give 15/398.5 ≈ 0.04 nm below it, but this is too short, because the m = 1/2 law overstates the stopping at such low energies. The m = 1/3 law, f = 1.309 y^(1/3), gives dσ = [1.309 πa²/(2ε^(2/3))] t^(−4/3) dt and hence a mean path of 2A₁ε^(2/3)/(1.309 Nπa²). With A₁ = 1/Φ_m(2/3) = 0.904 from part (d) and ε = 0.00037 at 15 eV, this is about 0.2 nm, or about 1% of the whole mean path. Even this is a model value: the universal potential has weaker stopping at such energies and makes the tail several times longer, though binary collisions are a doubtful picture there. The main computed values are collected in the numerical output; its path below 15 eV is the constant-stopping figure of 0.04 nm, not the m = 1/3 estimate.

Computed values

```
Phi(1) = 2; A_1 = 1/2 (dimensionless)
Phi(2) = 10/3; A_2 = 3/10 (dimensionless)
Phi(3) = 22/5; A_3 = 9/44 (dimensionless)
reduced variance = 1/20; third central moment = 1/220
exact skewness = 2*sqrt(5)/11 = 0.40656 (dimensionless)
relative standard deviation = 0.4472
halving-rate coefficient = 0.8284 (dimensionless)
Phi(3/2) = 2.71239; mean depth/path = 0.7374
Monte Carlo ions = 200000; soft-loss cutoff t = 0.004
Monte Carlo mean = 0.50022 +/- 0.00050
Monte Carlo variance = 0.04992 +/- 0.00013
Monte Carlo skewness = 0.4051 +/- 0.0052
Monte Carlo mean depth = 0.36877 +/- 0.00042
spectral m=1/2 skewness = 0.40656
closed m=1/3 skewness = 0.5586
Si energy = 10000 eV; density = 50 nm^-3
Si atomic number = 14; mass = 28.09 u
e^2/(4 pi epsilon_0) = 1.43996 eV nm
screening length = 0.01374 nm; reduced energy = 0.2435
m=1/2 fit constant = 0.327; C = 3.9851 eV nm^2
N C = 199.26 eV/nm; E/(N C) = 50.187 nm
nuclear stopping 2 N C = 398.51 eV/nm
mean path = 25.09 nm
path standard deviation = 11.22 nm
path third central moment = 574.6 nm^3
mean depth = 18.50 nm
electronic coefficient k = 0.1462 (dimensionless)
initial electronic/nuclear stopping = 0.2206
initial Thomas-Fermi/m=1/2 stopping = 1.2581
m=1/2 + electronic: mean = 21.67 nm, std = 8.72 nm, skew = 0.1645
Thomas-Fermi nuclear: mean = 23.03 nm, std = 10.09 nm, skew = 0.4889
Thomas-Fermi + electronic: mean = 20.48 nm, std = 8.26 nm, skew = 0.2989
path below 15 eV = 0.0376 nm
```
